# Centre reflectance of a ten-pair quarter-wave mirror: a numerical check

```python
"""
Result under test: ten quarter-wave pairs (high index facing air) on a
substrate have, at the design wavelength and normal incidence,
    R = ((1 - Y)/(1 + Y))**2,   Y = n_sub * (n_high/n_low)**(2*pairs).
n_high, n_low, n_sub : refractive indices of the layers and the substrate
Y                    : admittance at the air face relative to vacuum
R, T                 : reflected and transmitted fractions of the power
Time factor exp(-i w t); an absorbing medium has index n + i*kappa.
Lengths are in nm.  Independent roads: numerical integration of the wave
equation, and a linear system for the wave amplitudes in all layers.
"""
import numpy as np
from scipy.integrate import solve_ivp

n_high, n_low, n_sub, pairs = 3.50, 2.95, 3.50, 10
wavelength0 = 980.0
d_high = wavelength0 / (4 * n_high)
d_low = wavelength0 / (4 * n_low)
indices = [n_high, n_low] * pairs
thicknesses = np.array([d_high, d_low] * pairs)


def solve_stack(layer_n, layer_d, wavelength=wavelength0, angle_deg=0.0,
                polarization="s", n_in=1.0, n_out=n_sub):
    """Impose continuity of tangential E and H at every interface.
    Unknowns: r, then forward and backward amplitudes per layer, then t."""
    n = np.array([n_in, *layer_n, n_out], dtype=complex)
    cosine = np.sqrt(1 - (n_in * np.sin(np.radians(angle_deg)) / n) ** 2)
    eta = n * cosine if polarization == "s" else n / cosine
    count = len(layer_n)
    phase = np.exp(2j * np.pi / wavelength * n[1:-1] * cosine[1:-1]
                   * np.asarray(layer_d))
    size = 2 * (count + 1)
    matrix = np.zeros((size, size), dtype=complex)
    source = np.zeros(size, dtype=complex)
    matrix[0, 0], matrix[1, 0] = 1, -eta[0]
    source[0], source[1] = -1, -eta[0]
    for j in range(count + 1):
        row = 2 * j
        if j > 0:
            p = phase[j - 1]
            col = 2 * j - 1
            matrix[row, col], matrix[row, col + 1] = p, 1 / p
            matrix[row + 1, col] = eta[j] * p
            matrix[row + 1, col + 1] = -eta[j] / p
        col = 2 * j + 1
        matrix[row, col] = -1
        matrix[row + 1, col] = -eta[j + 1]
        if j < count:
            matrix[row, col + 1] = -1
            matrix[row + 1, col + 1] = eta[j + 1]
    amplitudes = np.linalg.solve(matrix, source)
    r, t = amplitudes[0], amplitudes[-1]
    return r, abs(r) ** 2, eta[-1].real / eta[0].real * abs(t) ** 2


def reflectance_from_admittance(y):
    return ((1 - y) / (1 + y)) ** 2


# Closed formula
ratio = n_high / n_low
ratio_power = ratio ** (2 * pairs)
Y = n_sub * ratio_power
r_formula = (1 - Y) / (1 + Y)
R = r_formula ** 2

# Road 1: integrate E'' = -n^2 E (length unit 1/k) from substrate to air
field = np.array([1.0, 1j * n_sub], dtype=complex)
admittances = [field[1] / (1j * field[0])]
for n_layer in reversed(indices):
    solution = solve_ivp(lambda x, f, n=n_layer: [f[1], -n * n * f[0]],
                         (np.pi / (2 * n_layer), 0.0), field,
                         method="DOP853", rtol=1e-11, atol=1e-12)
    assert solution.success
    field = solution.y[:, -1]
    admittances.append(field[1] / (1j * field[0]))
    expected = n_layer ** 2 / admittances[-2]
    assert abs(admittances[-1] / expected - 1) < 1e-6
Y_integrated = admittances[-1]
R_integrated = abs((1 - Y_integrated) / (1 + Y_integrated)) ** 2
assert abs(Y_integrated / Y - 1) < 1e-6
assert abs(R_integrated - R) < 1e-7

# Road 2: all wave amplitudes at once
r_waves, R_waves, T_waves = solve_stack(indices, thicknesses)
assert abs(r_waves - r_formula) < 1e-10
assert abs(T_waves - 4 * Y / (1 + Y) ** 2) < 1e-10
assert abs(R - 0.963) < 5e-4

# In-phase interface reflections combine by the addition law of tanh
media = np.array([1.0, *indices, n_sub])
fresnel = (media[:-1] - media[1:]) / (media[:-1] + media[1:])
artanh_sum = np.sum(np.arctanh(np.abs(fresnel)))
assert abs(np.tanh(artanh_sum) - abs(r_waves)) < 1e-10

# The centre is the maximum over wavelength and over layer thicknesses
scan = np.linspace(0.02, 1.98, 393)
R_scan = [solve_stack(indices, thicknesses, wavelength0 / g)[1] for g in scan]
assert abs(scan[int(np.argmax(R_scan))] - 1) < 1e-9
rng = np.random.default_rng(7)
for _ in range(400):
    trial = 2 * thicknesses * rng.random(2 * pairs)
    assert solve_stack(indices, trial)[1] <= R + 1e-10
R_960 = solve_stack(indices, thicknesses, 960.0)[1]
R_1000 = solve_stack(indices, thicknesses, 1000.0)[1]

# Reversed order and incidence from a high-index medium
Y_reversed = n_sub / ratio_power
R_reversed = solve_stack([n_low, n_high] * pairs,
                         [d_low, d_high] * pairs)[1]
assert abs(R_reversed - reflectance_from_admittance(Y_reversed)) < 1e-10
R_inside = solve_stack(indices, thicknesses, n_in=n_high)[1]
assert abs(R_inside - reflectance_from_admittance(Y / n_high)) < 1e-10
R_bare = solve_stack([], [])[1]

# Least number of pairs for a target reflectance
target = 0.99
Y_target = (1 + np.sqrt(target)) / (1 - np.sqrt(target))
pairs_real = np.log(Y_target / n_sub) / (2 * np.log(ratio))
pairs_needed = int(np.ceil(pairs_real))


def R_for_pairs(m):
    return solve_stack([n_high, n_low] * m, [d_high, d_low] * m)[1]


R_below, R_enough = R_for_pairs(pairs_needed - 1), R_for_pairs(pairs_needed)
assert R_below < target <= R_enough

# Neglected effects in the films; thicknesses stay at their nominal values
index_error = 0.02
R_low_up = solve_stack([n_high, n_low + index_error] * pairs, thicknesses)[1]
R_low_down = solve_stack([n_high, n_low - index_error] * pairs, thicknesses)[1]
thickness_error = 0.01
R_thick = solve_stack(indices, thicknesses * (1 + thickness_error))[1]
R_random = np.mean([
    solve_stack(indices, thicknesses
                * (1 + thickness_error * rng.standard_normal(2 * pairs)))[1]
    for _ in range(1000)])
warming, slope_high, slope_low = 50.0, 3.0e-4, 1.5e-4
R_warm = solve_stack([n_high + slope_high * warming,
                      n_low + slope_low * warming] * pairs, thicknesses,
                     n_out=n_sub + slope_high * warming)[1]
alpha_per_cm = 10.0
kappa = alpha_per_cm * 1e-7 * wavelength0 / (4 * np.pi)
_, R_lossy, T_lossy = solve_stack([n_high + 1j * kappa, n_low] * pairs,
                                  thicknesses)
absorbed = 1 - R_lossy - T_lossy
assert absorbed > 0
oxide_n, oxide_d = 1.9, 2.0
R_oxide = solve_stack([oxide_n] + indices, [oxide_d, *thicknesses])[1]
angle = 10.0
R_s = solve_stack(indices, thicknesses, angle_deg=angle)[1]
R_p = solve_stack(indices, thicknesses, angle_deg=angle, polarization="p")[1]

# Polished back face of a transparent wafer
samples = 64
wafer_steps = np.arange(samples) / samples * wavelength0 / (2 * n_sub)
R_fringe = np.array([solve_stack(indices + [n_sub], [*thicknesses, d],
                                 n_out=1.0)[1] for d in wafer_steps])
R_min, R_max = R_fringe.min(), R_fringe.max()
assert abs(R_min - reflectance_from_admittance(ratio_power)) < 1e-9
assert abs(R_max - reflectance_from_admittance(n_sub**2 * ratio_power)) < 1e-9
R_incoherent = R + (1 - R) ** 2 * R_bare / (1 - R * R_bare)
assert abs(R_fringe.mean() - R_incoherent) < 1e-9

wafer_um = 350.0
fringe_period = wavelength0 ** 2 / (2 * n_sub * wafer_um * 1000)
lines = np.linspace(979.0, 981.0, 1601)
R_lines = np.array([solve_stack(indices + [n_sub],
                                [*thicknesses, wafer_um * 1000], w,
                                n_out=1.0)[1] for w in lines])
inner = R_lines[1:-1]
minima = lines[1:-1][(inner < R_lines[:-2]) & (inner < R_lines[2:])]
assert len(minima) >= 4
period_found = np.mean(np.diff(minima))
assert abs(period_found / fringe_period - 1) < 0.01

# Ranking: index error leads among film effects, coherent back face overall
index_shift = max(abs(R_low_up - R), abs(R_low_down - R))
other_shifts = [abs(x - R) for x in
                (R_thick, R_random, R_warm, R_lossy, R_oxide, R_s, R_p)]
assert index_shift > max(other_shifts)
assert R - R_min > index_shift

print(f"indices high, low, substrate: {n_high:.2f}, {n_low:.2f}, {n_sub:.2f}")
print(f"pairs: {pairs}; design wavelength: {wavelength0:.0f} nm")
print(f"thickness high, low: {d_high:.2f}, {d_low:.2f} nm")
print(f"total stack thickness: {thicknesses.sum():.1f} nm")
print(f"index ratio: {ratio:.6f}")
print(f"index ratio to the power {2 * pairs}: {ratio_power:.3f}")
print(f"admittance after first L: {admittances[1].real:.4f}")
print(f"admittance after first pair: {admittances[2].real:.4f}")
print(f"admittance Y at air face, formula: {Y:.3f}")
print(f"admittance Y, wave equation: {Y_integrated.real:.3f}")
print(f"amplitude reflection r: {r_formula:.5f}")
print(f"R, formula: {R:.5f}")
print(f"R, wave equation: {R_integrated:.5f}")
print(f"R, all amplitudes: {R_waves:.5f}")
print(f"T, all amplitudes: {T_waves:.5f}")
print(f"|r| air-H interface: {abs(fresnel[0]):.5f}")
print(f"|r| H-L interface: {abs(fresnel[1]):.5f}")
print(f"sum of artanh |r_j|: {artanh_sum:.5f}")
print(f"R at 960 nm, fixed indices: {R_960:.5f}")
print(f"R at 1000 nm, fixed indices: {R_1000:.5f}")
print(f"bare substrate R: {R_bare:.5f}")
print(f"low index facing air: Y = {Y_reversed:.5f}, R = {R_reversed:.5f}")
print(f"incidence from index {n_high:.2f}: R = {R_inside:.5f}")
print(f"target R {target:.2f}: Y needed {Y_target:.2f}")
print(f"pairs needed: {pairs_real:.2f}, rounded up {pairs_needed}")
print(f"R with {pairs_needed - 1} pairs: {R_below:.5f}")
print(f"R with {pairs_needed} pairs: {R_enough:.5f}")
print(f"n_low + {index_error:.2f}: R = {R_low_up:.5f}")
print(f"n_low - {index_error:.2f}: R = {R_low_down:.5f}")
print(f"all layers {100 * thickness_error:.0f}% thick: R = {R_thick:.5f}")
print(f"random {100 * thickness_error:.0f}% rms: mean R = {R_random:.5f}")
print(f"dn/dT high, low: {slope_high:.1e}, {slope_low:.1e} per K")
print(f"warmer by {warming:.0f} K: R = {R_warm:.5f}")
print(f"absorption in H layers: {alpha_per_cm:.0f} cm^-1")
print(f"kappa: {kappa:.2e}; absorbed fraction: {absorbed:.2e}")
print(f"R with absorption: {R_lossy:.5f}")
print(f"oxide {oxide_d:.0f} nm, index {oxide_n:.1f}: R = {R_oxide:.5f}")
print(f"angle {angle:.0f} deg: R_s = {R_s:.5f}, R_p = {R_p:.5f}")
print(f"back face, broad-band light: R = {R_incoherent:.5f}")
print(f"back face, narrow line: R from {R_min:.5f} to {R_max:.5f}")
print(f"wafer {wafer_um:.0f} um: fringe period {fringe_period:.3f} nm")
print(f"fringe period found in scan: {period_found:.3f} nm")
print("done: every assertion held")
```

Output:

```
indices high, low, substrate: 3.50, 2.95, 3.50
pairs: 10; design wavelength: 980 nm
thickness high, low: 70.00, 83.05 nm
total stack thickness: 1530.5 nm
index ratio: 1.186441
index ratio to the power 20: 30.544
admittance after first L: 2.4864
admittance after first pair: 4.9267
admittance Y at air face, formula: 106.903
admittance Y, wave equation: 106.903
amplitude reflection r: -0.98146
R, formula: 0.96327
R, wave equation: 0.96327
R, all amplitudes: 0.96327
T, all amplitudes: 0.03673
|r| air-H interface: 0.55556
|r| H-L interface: 0.08527
sum of artanh |r_j|: 2.33596
R at 960 nm, fixed indices: 0.95744
R at 1000 nm, fixed indices: 0.95794
bare substrate R: 0.30864
low index facing air: Y = 0.11459, R = 0.63104
incidence from index 3.50: R = 0.87721
target R 0.99: Y needed 398.00
pairs needed: 13.84, rounded up 14
R with 13 pairs: 0.98667
R with 14 pairs: 0.99052
n_low + 0.02: R = 0.95791
n_low - 0.02: R = 0.96775
all layers 1% thick: R = 0.96202
random 1% rms: mean R = 0.96312
dn/dT high, low: 3.0e-04, 1.5e-04 per K
warmer by 50 K: R = 0.96451
absorption in H layers: 10 cm^-1
kappa: 7.80e-05; absorbed fraction: 1.34e-04
R with absorption: 0.96315
oxide 2 nm, index 1.9: R = 0.96326
angle 10 deg: R_s = 0.96411, R_p = 0.96237
back face, broad-band light: R = 0.96387
back face, narrow line: R from 0.87721 to 0.98937
wafer 350 um: fringe period 0.392 nm
fringe period found in scan: 0.392 nm
done: every assertion held
```
